# A straight Y-function does not guarantee the correct low-field mobility: a program that tests the result

```python
"""
Result under test: with access resistance R0 + lam/x, the function
Y = I/sqrt(gm) is straight in the overdrive x = Vg - Vt - Vd/2, but its slope
gives the gain G = beta/(1 + beta*lam), not the channel gain beta.
beta = mu0*C*W/L; mu0: low-field mobility; C: gate capacitance per area;
theta0: channel mobility attenuation; R0, lam: total of source and drain.
Lengths in um, resistances in ohm for the stated width, mobility in cm2/Vs.
The reference current comes from integrating the local potential along a gated
sheet with low-mobility edges; it does not use the lumped resistance law.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

WIDTH, LENGTH, EDGE = 1.0, 0.040, 0.0025       # um
CAP, MU0, THETA0 = 2.0e-6, 200.0, 0.3          # F/cm2, cm2/Vs, 1/V
R0, LAM, VT = 150.0, 50.0, 0.35                # ohm, ohm V, V
VD, VD_SMALL, TEMP = 0.020, 0.001, 300.0       # V, V, K
BETA = MU0 * CAP * WIDTH / LENGTH              # A/V2
X = np.linspace(0.3, 0.7, 21)                  # overdrive window, V
STEP = 1e-3                                    # gate step for gm, V


def sheet_current(vg, vd, length, mobility, lam, fixed_r):
    """Current of the gated sheet, found by marching the local potential."""
    gain = mobility * CAP * WIDTH
    edge_gain = 2 * EDGE / lam if lam > 0 else None

    def channel_slope(v):
        u = vg - VT - v
        return (1 + THETA0 * u) / (gain * u)

    def edge_slope(v):
        return 1 / (edge_gain * (vg - VT - v))

    sections = [(length, 8, channel_slope)]
    if lam > 0:
        sections = [(EDGE, 3, edge_slope)] + sections + [(EDGE, 3, edge_slope)]

    def mismatch(current):
        v = current * fixed_r / 2
        for size, count, slope in sections:
            h = current * size / count
            for _ in range(count):
                k1 = slope(v)
                k2 = slope(v + h * k1 / 2)
                k3 = slope(v + h * k2 / 2)
                k4 = slope(v + h * k3)
                v += h * (k1 + 2 * k2 + 2 * k3 + k4) / 6
        return v + current * fixed_r / 2 - vd

    return brentq(mismatch, 0.0, vd / fixed_r, xtol=1e-20, rtol=1e-14)


def y_extraction(current_of_gate, gates, vd, length=LENGTH):
    """Fit a line to Y; return what an analyst would report."""
    current = np.array([current_of_gate(g) for g in gates])
    gm = np.array([(current_of_gate(g + STEP) - current_of_gate(g - STEP))
                   / (2 * STEP) for g in gates])
    y = current / np.sqrt(gm)
    slope, offset = np.polyfit(gates, y, 1)
    gain, v0 = slope**2 / vd, -offset / slope
    theta = gain * np.mean(vd / current - 1 / (gain * (gates - v0)))
    bend = np.max(np.abs(y - slope * gates - offset) / y)
    return dict(gain=gain, v0=v0, theta=theta, bend=bend, y=y, gm=gm,
                current=current, mu=gain * length / (WIDTH * CAP))


def extract_sheet(vd, length=LENGTH, mobility=MU0, lam=LAM, fixed_r=R0):
    return y_extraction(
        lambda g: sheet_current(g, vd, length, mobility, lam, fixed_r),
        VT + vd / 2 + X, vd, length)


def lumped_current(x, access):
    return VD / ((1 + THETA0 * x) / (BETA * x) + access(x))


def extract_lumped(access):
    return y_extraction(lambda x: lumped_current(x, access), X, VD)


# Main result, against the sheet solution
gain_pred = BETA / (1 + BETA * LAM)
mu_pred = MU0 / (1 + BETA * LAM)
theta_pred = (THETA0 + BETA * R0) / (1 + BETA * LAM)
main = extract_sheet(VD_SMALL)
assert abs(main["mu"] / mu_pred - 1) < 1e-4
assert abs(main["theta"] / theta_pred - 1) < 1e-3
assert abs(main["v0"] - VT - VD_SMALL / 2) < 1e-4
assert main["bend"] < 1e-4

# A constant access resistance leaves the mobility right
constant_only = extract_sheet(VD_SMALL, lam=0.0)
constant_large = extract_sheet(VD_SMALL, lam=0.0, fixed_r=3 * R0)
assert abs(constant_only["mu"] / MU0 - 1) < 1e-4
assert abs(constant_large["mu"] / MU0 - 1) < 1e-4

# Twin device with lower mobility and no gate-dependent access part
r_twin = R0 - THETA0 * LAM
twin = extract_sheet(VD_SMALL, mobility=mu_pred, lam=0.0, fixed_r=r_twin)
twin_gap = np.max(np.abs(twin["current"] / main["current"] - 1))
assert twin_gap < 1e-5

# Converse: a straight Y forces 1/I = 1/(c^2 x) + constant
c2 = gain_pred * VD
sol = solve_ivp(lambda x, i: i**2 / (c2 * x**2), (X[0], X[-1]), [2.0e-5],
                t_eval=X, rtol=1e-10, atol=1e-16)
remainder = 1 / sol.y[0] - 1 / (c2 * X)
assert sol.success and np.ptp(remainder) / np.mean(1 / sol.y[0]) < 1e-6

# Length series
lengths = np.array([0.04, 0.06, 0.10, 0.20, 0.50])
series = [extract_sheet(VD_SMALL, length=ell) for ell in lengths]
gains = np.array([s["gain"] for s in series])
thetas = np.array([s["theta"] for s in series])
line_slope, lam_found = np.polyfit(lengths, 1 / gains, 1)
mu_found = 1 / (line_slope * CAP * WIDTH)
r_found, theta_found = np.polyfit(gains, thetas, 1)
assert abs(mu_found / MU0 - 1) < 1e-3
assert abs(lam_found / LAM - 1) < 5e-3
assert abs(r_found / r_twin - 1) < 5e-3
assert abs(theta_found / THETA0 - 1) < 5e-3

# Access laws that are not exactly R0 + lam/x
near = {}
for delta in (0.1, 0.2):
    near[delta] = extract_lumped(lambda x: R0 + LAM / (x + delta))
    r_slope = -LAM / (X + delta)**2
    y_formula = np.sqrt(BETA * VD * X**2 / (1 - BETA * X**2 * r_slope))
    assert np.allclose(near[delta]["y"], y_formula, rtol=1e-4)
square = extract_lumped(lambda x: R0 + 0.5 * LAM / x**2)
assert near[0.1]["bend"] < 5e-3 and near[0.1]["mu"] < 0.75 * MU0
assert square["bend"] > 5 * near[0.1]["bend"]

# Finite drain voltage
finite = extract_sheet(VD)
lumped = extract_lumped(lambda x: R0 + LAM / x)
lump_gap = np.max(np.abs(finite["current"] / lumped["current"] - 1))
assert lump_gap < 2e-3 and abs(finite["mu"] / mu_pred - 1) < 1e-2

# One two-valley subband: gradual turn-on, degeneracy, quantum capacitance
kt = sc.k * TEMP                               # J
vth = kt / sc.e                                # V
mass = 0.19 * sc.m_e
cap_si, width_si = CAP * 1e4, WIDTH * 1e-6     # F/m2, m
dos = 2 * mass / (np.pi * sc.hbar**2)          # 1/(J m2), spin included


def reduced_level(x):
    """(Fermi level - subband edge)/kT at the sheet charge C*x."""
    return np.log(np.expm1(cap_si * x / (sc.e * dos * kt)))


def charge_overdrive(vg):
    """Sheet charge over C when vg = surface potential + charge/C."""
    return brentq(lambda q: vth * reduced_level(q) + q - vg, 1e-6, 2.0,
                  xtol=1e-15, rtol=1e-14)


gate_ends = [vth * reduced_level(x) + x for x in (X[0], X[-1])]
gates_fd = np.linspace(*gate_ends, 21)
fd = {lam: y_extraction(
    lambda g: lumped_current(charge_overdrive(g), lambda q: R0 + lam / q),
    gates_fd, VD) for lam in (0.0, LAM)}


def ballistic_resistance(eta):
    """Landauer resistance of the two-valley sheet at reduced level eta."""
    integral = quad(lambda t: 2 * t**2 / (4 * np.cosh((t**2 - eta) / 2)**2),
                    0, np.sqrt(max(eta, 0) + 45), epsabs=0, epsrel=1e-10)[0]
    modes = 2 * width_si * np.sqrt(2 * mass * kt) / (np.pi * sc.hbar)
    return 1 / (2 * sc.e**2 / sc.h * modes * integral)


v_thermal = np.sqrt(2 * kt / (np.pi * mass))   # m/s, one-way thermal speed
lam_bal_classical = 2 * vth / (v_thermal * cap_si * width_si)
x_dilute = sc.e * dos * kt * np.log1p(np.exp(-8.0)) / cap_si
assert abs(x_dilute * ballistic_resistance(-8.0) / lam_bal_classical - 1) < 1e-3
r_bal_mid = ballistic_resistance(reduced_level(0.5))
ballistic = extract_lumped(
    lambda x: R0 + LAM / x + ballistic_resistance(reduced_level(x)))
heavy_factor = 2 / (1 + np.sqrt(0.19 / 0.92))  # dilute primed valleys

# Other neglected effects; the inputs are rough typical values
theta2, v_sat, leak_density, r_thermal = 0.1, 1.0e7, 10.0, 5.0e4
second = extract_lumped(lambda x: R0 + LAM / x + theta2 * x / BETA)
v_channel = lumped["current"] * (1 + THETA0 * X) / (BETA * X)
saturation = np.max(MU0 * v_channel / (LENGTH * 1e-4)) / v_sat
leakage = leak_density * LENGTH * WIDTH * 1e-8 / lumped["current"].min()
field = CAP * X[-1] / (3.9 * sc.epsilon_0 * 1e-2) / 1e6
heating = VD * lumped["current"].max() * r_thermal

print(f"L = {LENGTH*1e3:.0f} nm, W = {WIDTH:.0f} um, C = {CAP*1e6:.1f} uF/cm2")
print(f"mu0 = {MU0:.0f} cm2/Vs, theta0 = {THETA0:.1f} 1/V, T = {TEMP:.0f} K")
print(f"R0 = {R0:.0f} ohm, lam = {LAM:.0f} ohm V, Vt = {VT:.2f} V")
print(f"Vd = {VD*1e3:.0f} mV; small-Vd tests at {VD_SMALL*1e3:.0f} mV")
print(f"edge length {EDGE*1e3:.1f} nm per side, edge mobility "
      f"{2*EDGE/(LAM*CAP*WIDTH):.0f} cm2/Vs")
print(f"beta = {BETA*1e3:.3f} mA/V2, beta*lam = {BETA*LAM:.3f}")
print("lumped device at Vd = 20 mV:")
for k in (0, 10, 20):
    x = X[k]
    print(f" x={x:.1f} V: Rchannel={(1+THETA0*x)/(BETA*x):.1f} ohm, "
          f"Raccess={R0+LAM/x:.1f} ohm")
    print(f"  I={lumped['current'][k]*1e6:.2f} uA, "
          f"gm={lumped['gm'][k]*1e6:.2f} uA/V, "
          f"Y={lumped['y'][k]*1e3:.3f} mA^0.5 V^0.5 x 1e-1.5")
print(f"predicted: G = {gain_pred*1e3:.3f} mA/V2, mu = {mu_pred:.2f} cm2/Vs, "
      f"theta = {theta_pred:.3f} 1/V")
print(f"sheet, small Vd: mu = {main['mu']:.2f} cm2/Vs, "
      f"theta = {main['theta']:.3f} 1/V")
print(f"sheet, small Vd: largest bend of Y = {main['bend']*100:.5f} %")
print(f"constant access only: mu = {constant_only['mu']:.2f} cm2/Vs at R0, "
      f"{constant_large['mu']:.2f} at 3 R0")
print(f"twin: mu = {mu_pred:.2f} cm2/Vs, constant R = {r_twin:.1f} ohm")
print(f"twin: largest current difference = {twin_gap*1e6:.2f} ppm")
print("length series, extracted from the sheet:")
for ell, s in zip(lengths, series):
    print(f" L={ell*1e3:.0f} nm: mu={s['mu']:.1f} cm2/Vs, "
          f"1/G={1/s['gain']:.1f} ohm V, theta={s['theta']:.3f} 1/V")
print(f"1/G against L: mu0 = {mu_found:.2f} cm2/Vs, lam = {lam_found:.2f} ohm V")
print(f"theta against G: slope = {r_found:.2f} ohm, "
      f"intercept = {theta_found:.4f} 1/V")
for delta, s in near.items():
    print(f"access threshold lower by {delta:.1f} V: mu={s['mu']:.1f} cm2/Vs, "
          f"bend={s['bend']*100:.2f} %, intercept={s['v0']*1e3:.1f} mV")
print(f"1/x^2 access law: mu={square['mu']:.1f} cm2/Vs, "
      f"bend={square['bend']*100:.2f} %, intercept={square['v0']*1e3:.1f} mV")
print("neglected effects:")
print(f" finite Vd: mu = {finite['mu']:.2f} cm2/Vs, bend = "
      f"{finite['bend']*100:.3f} %, current gap = {lump_gap*100:.3f} %")
for lam, s in fd.items():
    print(f" subband charge, lam={lam:.0f} ohm V: mu={s['mu']:.1f} cm2/Vs, "
          f"bend={s['bend']*100:.2f} %")
print(f" Fermi level above subband at x=0.5 V: {reduced_level(0.5):.2f} kT")
print(f" ballistic lam: {lam_bal_classical:.1f} ohm V nondegenerate, "
      f"{0.5*r_bal_mid:.1f} ohm V at x=0.5 V")
print(f" with ballistic resistance: mu = {ballistic['mu']:.1f} cm2/Vs, "
      f"bend = {ballistic['bend']*100:.2f} %")
print(f" ballistic lam factor if all in primed valleys: {heavy_factor:.2f}")
print(f" theta2 = {theta2:.1f} 1/V2: mu = {second['mu']:.1f} cm2/Vs, "
      f"bend = {second['bend']*100:.2f} %")
print(f" velocity saturation: mu0*E/vsat at most {saturation:.3f} "
      f"for vsat = {v_sat:.0e} cm/s")
print(f" gate leakage at {leak_density:.0f} A/cm2: {leakage*100:.3f} % of I")
print(f" SiO2-equivalent field at x=0.7 V: {field:.1f} MV/cm")
print(f" self-heating at {r_thermal:.0e} K/W: {heating:.3f} K")
print("tests ok")
```

Printed output:

```
L = 40 nm, W = 1 um, C = 2.0 uF/cm2
mu0 = 200 cm2/Vs, theta0 = 0.3 1/V, T = 300 K
R0 = 150 ohm, lam = 50 ohm V, Vt = 0.35 V
Vd = 20 mV; small-Vd tests at 1 mV
edge length 2.5 nm per side, edge mobility 50 cm2/Vs
beta = 10.000 mA/V2, beta*lam = 0.500
lumped device at Vd = 20 mV:
 x=0.3 V: Rchannel=363.3 ohm, Raccess=316.7 ohm
  I=29.41 uA, gm=72.09 uA/V, Y=3.464 mA^0.5 V^0.5 x 1e-1.5
 x=0.5 V: Rchannel=230.0 ohm, Raccess=250.0 ohm
  I=41.67 uA, gm=52.08 uA/V, Y=5.774 mA^0.5 V^0.5 x 1e-1.5
 x=0.7 V: Rchannel=172.9 ohm, Raccess=221.4 ohm
  I=50.72 uA, gm=39.38 uA/V, Y=8.083 mA^0.5 V^0.5 x 1e-1.5
predicted: G = 6.667 mA/V2, mu = 133.33 cm2/Vs, theta = 1.200 1/V
sheet, small Vd: mu = 133.33 cm2/Vs, theta = 1.200 1/V
sheet, small Vd: largest bend of Y = 0.00000 %
constant access only: mu = 200.00 cm2/Vs at R0, 200.00 at 3 R0
twin: mu = 133.33 cm2/Vs, constant R = 135.0 ohm
twin: largest current difference = 0.01 ppm
length series, extracted from the sheet:
 L=40 nm: mu=133.3 cm2/Vs, 1/G=150.0 ohm V, theta=1.200 1/V
 L=60 nm: mu=150.0 cm2/Vs, 1/G=200.0 ohm V, theta=0.975 1/V
 L=100 nm: mu=166.7 cm2/Vs, 1/G=300.0 ohm V, theta=0.750 1/V
 L=200 nm: mu=181.8 cm2/Vs, 1/G=550.0 ohm V, theta=0.545 1/V
 L=500 nm: mu=192.3 cm2/Vs, 1/G=1300.0 ohm V, theta=0.404 1/V
1/G against L: mu0 = 200.00 cm2/Vs, lam = 50.00 ohm V
theta against G: slope = 135.00 ohm, intercept = 0.3000 1/V
access threshold lower by 0.1 V: mu=136.2 cm2/Vs, bend=0.18 %, intercept=-21.8 mV
access threshold lower by 0.2 V: mu=141.9 cm2/Vs, bend=0.41 %, intercept=-29.3 mV
1/x^2 access law: mu=154.7 cm2/Vs, bend=2.21 %, intercept=95.8 mV
neglected effects:
 finite Vd: mu = 133.33 cm2/Vs, bend = 0.000 %, current gap = 0.001 %
 subband charge, lam=0 ohm V: mu=174.1 cm2/Vs, bend=0.47 %
 subband charge, lam=50 ohm V: mu=116.1 cm2/Vs, bend=0.47 %
 Fermi level above subband at x=0.5 V: 1.27 kT
 ballistic lam: 20.9 ohm V nondegenerate, 27.7 ohm V at x=0.5 V
 with ballistic resistance: mu = 116.9 cm2/Vs, bend = 0.02 %
 ballistic lam factor if all in primed valleys: 1.38
 theta2 = 0.1 1/V2: mu = 140.5 cm2/Vs, bend = 0.41 %
 velocity saturation: mu0*E/vsat at most 0.053 for vsat = 1e+07 cm/s
 gate leakage at 10 A/cm2: 0.014 % of I
 SiO2-equivalent field at x=0.7 V: 4.1 MV/cm
 self-heating at 5e+04 K/W: 0.051 K
tests ok
```
